# Why the shared proton in isolated H3O2- is centred

## The result

In an isolated $\mathrm{H_3O_2^-}$ ion the shared proton has two equivalent classical resting places, one nearer each oxygen. Its ground-state density nevertheless has a single maximum, midway between the oxygens. At the O–O distance of the classical minimum, the model used here gives

$$
\text{barrier}=2.56\ \text{mRy}\ (34.8\ \text{meV}),\qquad
\text{proton level}=4.20\ \text{mRy}\ (57.2\ \text{meV}),
$$

both measured from the well bottom. The level lies 1.64 mRy above the barrier top, and this puts the density maximum at the centre. These values belong to a double-zeta basis. A triple-zeta basis shortens the O–O distance of the minimum by about $0.06\,a_0$ and roughly halves the barrier there, while the level stays above the top.

Two words need care. "Centred" means that the density has one central peak. A zero mean position would not be enough, because symmetry gives that even for a deep double well. "Level" means the level of the transfer motion alone. The zero-point energy of the whole ion includes motions that do not carry the proton across, so comparing it with the barrier would prove nothing.

Several contributions decide the outcome: the potential, the proton's mass, the O–O distance, electron correlation and the motions left out of the simplest model. They are taken in turn.

## The coordinates and their masses

Let the two oxygens and the shared proton lie on a line at $X_A$, $X_B$ and $X_H$. Each oxygen carries its terminal hydrogen rigidly, so each end group has mass $M=m_O+m_H$. Define

$$
R=X_B-X_A,\qquad C=\tfrac12(X_A+X_B),\qquad x=X_H-C .
$$

Since $\dot X_{A,B}=\dot C\mp\tfrac12\dot R$, the cross terms cancel and

$$
\tfrac12M(\dot X_A^2+\dot X_B^2)=\tfrac12(2M)\dot C^2+\tfrac12\left(\tfrac M2\right)\dot R^2 .
$$

The pair, of mass $2M$, and the proton, of mass $m_H$, form a two-body problem. Removing their common centre of mass leaves $\tfrac12\mu_x\dot x^2$, with

$$
\mu_x=\frac{2Mm_H}{2M+m_H},\qquad \mu_R=\frac M2 .
$$

In Rydberg units $\hbar^2/(2m_ea_0^2)=1$ Ry. With masses in electron masses and lengths in $a_0$, a kinetic energy $p^2/2\mu$ therefore becomes $-(1/\mu)\,d^2/dx^2$, and

$$
H=-\frac1{\mu_R}\frac{\partial^2}{\partial R^2}-\frac1{\mu_x}\frac{\partial^2}{\partial x^2}+V(R,x).
$$

Here $\mu_x=1784.6$ and $\mu_R=15497$. The terminal groups are related by a twofold axis, so $V(R,x)=V(R,-x)$.

## Contribution 1: the level against the barrier

Hold $R$ fixed. The ground state $\psi$ is even and can be taken positive. With $e_0$ its energy, the Schrödinger equation reads

$$
\psi''(x)=\mu_x\,[V(x)-e_0]\,\psi(x).
$$

The density is $\rho=\psi^2$, so $\rho''=2\psi'^2+2\psi\psi''$. Evenness gives $\psi'(0)=0$, hence

$$
\frac{\rho''(0)}{\rho(0)}=2\,\frac{\psi''(0)}{\psi(0)}=2\mu_x\,[V(0)-e_0].
$$

A level above the top gives a central maximum, and a level below it gives a central minimum.

This fixes the shape near the centre. The rest follows if, for $x>0$, $V$ falls from the top to one minimum and then rises steadily.

- **Level above the top.** There is one turning point $x_t$, with $V<e_0$ inside it. For $0<x\le x_t$ the slope is $\psi'(x)=\int_0^x\psi''\,dx'<0$. Beyond $x_t$ the second derivative is positive and $\psi'$ vanishes at infinity, so $\psi'(x)=-\int_x^\infty\psi''\,dx'<0$. The density falls all the way out, and the central peak is the only one.
- **Level below the top.** The function is convex near the centre, so its slope first becomes positive. In the allowed region the slope decreases steadily, and beyond the outer turning point it is negative. It therefore vanishes once for $x>0$, and the density has two peaks.
- **Level at the top.** Now $\psi''(0)=0$. Differentiating the Schrödinger equation twice and using $V'(0)=0$ gives $\psi''''(0)=\mu_xV''(0)\psi(0)<0$. The centre is still a maximum, but a flat one.

For the ion at $R=4.748\,a_0$, the classical minima lie at $|x|=0.327\,a_0$. The curvature formula gives

$$
\frac{\psi''(0)}{\psi(0)}=-1784.6\times1.644\times10^{-3}=-2.934\ a_0^{-2}.
$$

Differentiating the computed wavefunction numerically gives the same value to the printed digits.

## Contribution 2: the proton's small mass

The classical potential does not depend on the proton's mass, but the level does. By the Hellmann–Feynman theorem, at fixed $V$,

$$
\frac{de_0}{d\mu_x}=\left\langle\frac{\partial H}{\partial\mu_x}\right\rangle
=\left\langle\frac1{\mu_x^2}\frac{d^2}{dx^2}\right\rangle
=-\frac{\langle T\rangle}{\mu_x}<0 ,
$$

where $T=-(1/\mu_x)\,d^2/dx^2$. A heavier particle has a lower level, and in the limit of infinite mass the level reaches the well bottom. It must therefore pass the barrier top once on the way down.

With $R$ and $V$ held fixed, this happens at 2.91 times the proton's reduced mass. At three times that critical mass the density at the centre is 0.74 of its value at the two peaks. The same potential thus gives a centred light particle and a split heavy one. The double well alone does not decide the shape; the kinetic energy of confinement does.

For deuterium, at the same $R$, the level is still 0.47 mRy above the top. That margin is smaller than the corrections estimated below, so this model does not settle the fixed-$R$ shape for the deuteron.

## Contribution 3: the O–O distance

There are two classical barriers. If the oxygens may approach each other during the transfer, to $R=4.628\,a_0$ at the top, the barrier is 1.03 mRy (14.0 meV). If they stay at the distance of the minimum, it is 2.56 mRy. The fixed-$R$ theorem requires the second value, which is also the stricter comparison.

Stretching the hydrogen bond removes the centring. The level meets the barrier top at

$$
R_c=4.835\,a_0\quad(2.559\ \text{Å}).
$$

Locating the distance at which the density changes from one peak to two, without using the energies, gives the same $R_c$ within $0.0002\,a_0$.

In the double-zeta basis used here, this critical distance is only $0.087\,a_0$ beyond the classical minimum, while the O–O distance has an rms quantum spread of $0.117\,a_0$. In the coupled ground state, 17.5 percent of the probability lies beyond $R_c$. The fixed-$R$ argument therefore cannot by itself establish the shape of the density summed over $R$.

Solving the two-dimensional problem settles this within the model. The summed density is largest at $x=0$ and falls steadily outward on the computed grid. At $|x|=0.4\,a_0$ it is still 0.40 of its central value, and the rms displacement is $0.263\,a_0$. The proton is centred but not pinned: its spread is comparable with the classical displacement of $0.327\,a_0$.

The two-dimensional ground level is 6.51 mRy above the classical minimum. This includes zero-point motion of the oxygens, so it is not the number to set against the barrier.

## Contribution 4: electron correlation

The surface is the Hartree–Fock energy plus a scaled MP2 correlation energy,

$$
V=E_{\rm HF}+s\,E_{\rm corr}^{\rm MP2},\qquad s=0.869 ,
$$

with aug-cc-pVDZ functions on oxygen, cc-pVDZ on hydrogen and the oxygen 1s cores uncorrelated. The factor $s$ reproduces one CCSD(T) energy difference between two geometries. At a third geometry, CCSD(T) lies 1.545 mRy above the first, and the scaled energies miss this difference by 0.105 mRy.

The next comparison lets each method choose its own classical minimum, so $R$ is not held fixed. Energies are in mRy.

| Surface | $R$ ($a_0$) | Barrier at that $R$ | Level minus top |
|---|---:|---:|---:|
| Hartree–Fock | 4.871 | 17.35 | −7.40 |
| Scaled MP2 | 4.748 | 2.56 | +1.64 |
| Unscaled MP2 | 4.728 | 1.39 | +2.49 |

Hartree–Fock reverses the conclusion at its own minimum. Adding the level difference to the barrier gives proton levels of 9.95, 4.20 and 3.87 mRy above the well bottom. Between methods the barrier changes more than the level does, so the quality of the barrier decides the answer. The scaled surface is itself an approximation. With triple-zeta functions at the same $R$ and $s$, the barrier falls by about 0.07 mRy and the proton level by about 0.06 mRy, so the level's height above the top hardly changes. The minimum itself moves more. With triple-zeta functions and the same $s$ it lies near $R=4.69\,a_0$, where the barrier is 1.2 to 1.3 mRy and the level 2.6 to 2.7 mRy above the top. The larger basis thus favours centring, mainly by shortening the hydrogen bond. The accompanying change in $s$, and correlation beyond CCSD(T), are left out.

## Contribution 5: the other motions of the ion

The terminal angles can relax, and the proton can leave the O–O axis. Along one such coordinate $q$, write $E=E_0+gq+\tfrac12kq^2$. The minimum is at $q=-g/k$, which lowers the energy by $g^2/2k$. In the well this is done separately for each coordinate. At the top, where symmetry makes the two terminal angles relax equally, they are moved together. The result raises the barrier by 0.22 mRy. Keeping the couplings among these coordinates in the well would add roughly another 0.1 mRy.

The proton also has zero-point energy across the axis. For $-(1/\mu)\,d^2/dq^2+\tfrac12kq^2$, insert $e^{-\alpha q^2/2}$. The terms in $q^2$ cancel if $\alpha^2=\mu k/2$, and the energy that remains is

$$
\frac{\alpha}{\mu}=\frac12\sqrt{\frac{2k}{\mu}} .
$$

In this harmonic approximation the energy is larger at the centre than in the well, which raises the effective barrier by another 0.79 mRy.

If the level above the well bottom is left unchanged, the remaining margin is

$$
1.644-0.224-0.787=0.633\ \text{mRy}.
$$

The sign survives these two corrections, with less than half of the margin left. Holding the level fixed overstates the loss only slightly. The higher barrier raises the level, but the harmonic transverse zero-point energy keeps falling beyond the well, from 12.9 mRy at $|x|=0.327\,a_0$ to about 9.6 mRy at $0.55\,a_0$, and this lowers the level again. With that dependence on $x$ included, the transverse term costs about 0.7 mRy of the margin instead of 0.79. This is an estimate rather than a bound: it omits torsion, stretching of the terminal O–H bonds, the zero-point energy of the terminal angles, most couplings among the coordinates and the response of the level itself.

## Weighing the contributions

At the O–O distance of the minimum, the potential works against centring with 2.56 mRy, and the proton's level answers with 4.20 mRy. Relaxation and transverse motion together raise the barrier by about 1 mRy, and most of that comes off the margin. Replacing the scaled surface by Hartree–Fock, each at its own minimum, moves the level relative to the top by 9.0 mRy. Part of this comes from the longer O–O distance of the Hartree–Fock minimum, and the rest from the changed potential at a given distance. The split depends on the order of the two changes: the distance accounts for about a quarter if it is changed first, on the scaled surface, and for about half if the potential is changed first. The conclusion therefore rests on a light proton, a short O–O distance and a correlated potential together.

Within the two-dimensional model, the excited levels are only weakly populated at 300 K, where $k_BT=1.90$ mRy. The first excited level lies 4.60 mRy above the ground level, is even in $x$ and has a Boltzmann factor of 0.089 relative to the ground state. The first odd level, whose density vanishes at the centre, lies 6.81 mRy above the ground level and has a factor of 0.028. The full thermal density was not computed, and torsion and bending of the end groups are not included.

## Hydroxide in a resist developer

Aqueous resist developers contain hydroxide, typically at roughly 0.26 mol/L and near room temperature. There the model's main assumption fails: the surroundings need not treat the two oxygens alike.

A weak bias adds $fx$ to the potential. First-order perturbation theory gives

$$
|\langle x\rangle|=2|f|\sum_n\frac{|x_{n0}|^2}{E_n-E_0}
\le\frac{2|f|\langle x^2\rangle}{\Delta_{\rm odd}} .
$$

The inequality holds because only odd states contribute, all at least $\Delta_{\rm odd}=6.81$ mRy above the ground state, and because $\sum_n|x_{n0}|^2=\langle x^2\rangle$. If the bias makes the energies at $x=\pm0.327\,a_0$ differ by $b$, then $|f|=b/(2\times0.327\,a_0)$ and

$$
|\langle x\rangle|\le b\,\frac{0.263^2}{0.327\times6.81}\ a_0
\approx0.031\,b\ a_0\qquad(b\text{ in mRy}).
$$

For $b=k_BT$ at 300 K the shift is at most about $0.06\,a_0$, small beside the rms spread. For an assumed bias of 0.1 eV, or 7.3 mRy, the same bound is $0.23\,a_0$. That is nearly as large as the spread, so the proton may sit clearly off centre, and the first-order formula is then only a rough guide.

The O–O distance matters as well. The model's minimum is at 2.51 Å, whereas neighbouring molecules in liquid water are typically about 2.8 Å apart, well beyond $R_c$. A hydroxide–water contact stretched towards that distance would pass $R_c$ and, in the fixed-$R$ model, lose its single central peak. The centred proton is thus a result for a short, nearly symmetric hydrogen bond. It does not describe every hydroxide–water contact in a developer. The numerical output follows.

## Table of computed values

```
H3O2-, aug-cc-pVDZ on O, cc-pVDZ on H; frozen O 1s cores
Masses O, H, D: 15.995, 1.008, 2.014 u
Terminal O-H length: 1.82 a0
Terminal angle, torsion: 103, 105 degrees
Reduced mass for x: 1784.6 electron masses
Reduced mass for R: 15497.3 electron masses
CCSD(T) second minus first geometry: -0.765 mRy
CCSD(T) third minus first geometry: 1.545 mRy
CCSD(T) geometries (R, x) in a0: [(4.62, 0.0), (4.73, 0.36), (4.95, 0.56)]
MP2 correlation scale: 0.8688 (no unit)
Largest MP2 surface error at check geometries: 0.031 mRy
CCSD(T) minus scaled surface, third geometry: 0.105 mRy
Classical minimum, R: 4.748 a0
Classical minimum, |x|: 0.327 a0
O-O distance at relaxed barrier top: 4.628 a0
Relaxed classical barrier: 1.029 mRy
Relaxed classical barrier: 14.00 meV
Barrier at R of the minimum: 2.561 mRy
Barrier at R of the minimum: 34.84 meV
Proton level above well bottom, same R: 4.204 mRy
Proton level above well bottom: 57.21 meV
Proton level above barrier top: 1.644 mRy
psi''/psi at midpoint, numerical: -2.934 a0^-2
mass*(V_top-e0): -2.934 a0^-2
Deuteron level above barrier top: 0.471 mRy
Critical mass / proton reduced mass: 2.91 (no unit)
Centre/peak density at 3 x critical mass: 0.737 (no unit)
Critical R from energy: 4.8351 a0
Critical R from density shape: 4.8353 a0
Critical R: 2.559 angstrom
2D ground state, mean R: 4.724 a0
2D ground state, rms spread of R: 0.117 a0
2D ground state, rms x: 0.263 a0
Probability of R above critical R: 17.50 percent
2D density at |x| = 0.4 a0 / centre: 0.402 (no unit)
2D ground level above classical minimum: 6.507 mRy
2D first excitation: 4.597 mRy
2D first x-odd excitation: 6.808 mRy
Hartree-Fock: R 4.871 a0, |x| 0.524 a0
  relaxed barrier 6.589, fixed-R barrier 17.353, level above top -7.399 mRy
Unscaled MP2: R 4.728 a0, |x| 0.281 a0
  relaxed barrier 0.562, fixed-R barrier 1.385, level above top 2.489 mRy
Barrier change, frame relaxation: 0.224 mRy
Barrier change, transverse zero-point energy: 0.787 mRy
Level above top after both changes: 0.633 mRy
kT at 300 K: 1.900 mRy
Boltzmann factor, first excitation, 300 K: 0.0890 (no unit)
Boltzmann factor, first x-odd excitation: 0.0278 (no unit)
```
